**Two-cell extrapolation of adsorption energies to zero coverage**

For square supercells of side \(L\) with \(E(L)=E_0+c_3/L^3+c_5/L^5\), the program extrapolates two energies to remove \(c_3\) and compares the remaining error with the derived fifth-power formula. Here \(E_0\) is the zero-coverage adsorption energy, and \(c_3\) and \(c_5\) are half the pair coefficients times square-lattice sums. The synthetic energies come from explicit pair sums, and the program asserts agreement with the formula for five pairs of cells and both signs of \(c_5\). It also asserts the lattice sums, the removal of an angle-dependent inverse-cube repulsion, the range in which extrapolation loses, and the noise amplification. Further assertions cover the image-charge expansion, the depolarization energy, the artefact of a missing slab dipole correction and the three-cell elimination. For the p(4×4) and p(6×6) cells of the example, the error falls from 39.4 meV in the larger cell to 1.16 meV after extrapolation. Depolarization alone would leave 5.5 meV, and a missing dipole correction −13.5 meV.

## Program and output

```python
"""
Result under test: for adsorption energies E(L) = E0 + c3/L^3 + c5/L^5 in square
supercells of side L, the two-cell estimate
    Eext = (L2^3 E2 - L1^3 E1)/(L2^3 - L1^3)
has the error -c5 (L1+L2)/(L1^2 L2^2 (L1^2+L1 L2+L2^2)).
Symbols: A, B = coefficients of the pair energy A/R^3 + B/R^5 between adatoms;
S_m = sum over the unit square lattice without its origin of R^-m;
c_m = half the pair coefficient times S_m; q, d = adatom charge and its height
above the image plane; p = q d; k = Coulomb constant; w = vacuum width.
Units: eV, nm, elementary charge.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

k = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
a, q, d, E0 = 0.255, 0.7, 0.15, -2.0
alpha_volume, w, noise = 0.01, 1.5, 1e-3               # nm^3, nm, eV
p = q * d
A = 2 * k * p**2
B = -3 * d**2 * A


def lattice_constant(m):
    """S_m from the Riemann zeta and Dirichlet beta functions."""
    s = mp.mpf(m) / 2
    beta = mp.power(4, -s) * (mp.zeta(s, mp.mpf(1) / 4) - mp.zeta(s, mp.mpf(3) / 4))
    return float(4 * mp.zeta(s) * beta)


def repulsion_per_adatom(pair, L, cube_tail, N=400):
    """Half the explicit pair sum over a (2N+1)^2 block of cells.
    cube_tail = angular integral of the R^-3 coefficient outside the block."""
    i = np.arange(-N, N + 1) * L
    X, Y = np.meshgrid(i, i)
    R = np.hypot(X, Y)
    R[N, N] = np.inf
    return 0.5 * (pair(R, X, Y).sum() + cube_tail / ((N + 0.5) * L**3))


def extrapolate(L1, E1, L2, E2):
    return (L2**3 * E2 - L1**3 * E1) / (L2**3 - L1**3)


def fifth_power_error(c5, L1, L2):
    return -c5 * (L1 + L2) / (L1**2 * L2**2 * (L1**2 + L1 * L2 + L2**2))


def power_error(c, m, L1, L2):
    return c * (L2**(3 - m) - L1**(3 - m)) / (L2**3 - L1**3)


S3, S5, S7 = (lattice_constant(m) for m in (3, 5, 7))
c3, c5 = A * S3 / 2, B * S5 / 2
isotropic_tail = 4 * np.sqrt(2)
L1, L2 = 4 * a, 6 * a

# Lattice constants against explicit sums
S3_sum = 2 * repulsion_per_adatom(lambda R, X, Y: R**-3.0, 1.0, isotropic_tail)
S5_sum = 2 * repulsion_per_adatom(lambda R, X, Y: R**-5.0, 1.0, 0.0)
assert abs(S3_sum - S3) < 1e-7 and abs(S5_sum - S5) < 1e-7

# Synthetic energies from explicit pair sums, both signs of the correction
pairs = [(3, 4), (4, 5), (3, 6), (4, 6), (6, 8)]
synthetic = {}
for sign in (-1, 1):
    energies = {}
    for n in (3, 4, 5, 6, 8):
        energies[n] = E0 + repulsion_per_adatom(
            lambda R, X, Y: A * R**-3.0 + sign * B * R**-5.0,
            n * a, A * isotropic_tail)
    for n1, n2 in pairs:
        found = extrapolate(n1 * a, energies[n1], n2 * a, energies[n2]) - E0
        assert abs(found - fifth_power_error(sign * c5, n1 * a, n2 * a)) < 1e-8
        assert found * sign * c5 < 0
    if sign == 1:
        synthetic = energies

# Angle-dependent inverse-cube repulsion is removed as well
g = 0.3
angular_tail = 8 * A * quad(lambda t: np.cos(t) * (1 + g * np.cos(4 * t)), 0, np.pi / 4)[0]


def anisotropic(R, X, Y):
    return A * R**-3.0 * (1 + g * np.cos(4 * np.arctan2(Y, X)))


aniso1 = repulsion_per_adatom(anisotropic, L1, angular_tail, N=300)
aniso2 = repulsion_per_adatom(anisotropic, L2, angular_tail, N=400)
aniso_error = extrapolate(L1, aniso1, L2, aniso2)
assert abs(aniso_error) < 1e-7 and aniso2 > 0.01

# When extrapolation is worse than the raw larger cell
r = L2 / L1
G = r**3 * (1 + r) / (1 + r + r**2)
for x in np.linspace(-4, 2, 600):
    t5 = 0.005
    t3 = x * t5 / L2**2
    e1, e2 = (t3 / L**3 + t5 / L**5 for L in (L1, L2))
    assert (abs(extrapolate(L1, e1, L2, e2)) > abs(e2)) == (abs(1 + x) < G)
x_example = c3 * L2**2 / c5
assert abs(1 + x_example) > G

# Noise amplification by random sampling
rms_gain = np.sqrt(L1**6 + L2**6) / (L2**3 - L1**3)
worst_gain = (L1**3 + L2**3) / (L2**3 - L1**3)
rng = np.random.default_rng(1)
shift1, shift2 = rng.normal(0, noise, (2, 200000))
sampled_gain = np.std(extrapolate(L1, shift1, L2, shift2)) / noise
assert abs(sampled_gain / rms_gain - 1) < 0.01
corner_gain = max(abs(extrapolate(L1, s1, L2, s2)) for s1 in (-1, 1) for s2 in (-1, 1))
assert abs(corner_gain - worst_gain) < 1e-12
assert abs(extrapolate(L1, 1.0, L2, 1.0) - 1) < 1e-12

# Powers of the image-charge pair energy, with t = 1/R
t, h = sp.symbols("t h", positive=True)
expansion = sp.expand(sp.series(t - t / sp.sqrt(1 + 4 * h**2 * t**2), t, 0, 8).removeO())
assert sp.simplify(expansion - (2*h**2*t**3 - 6*h**4*t**5 + 20*h**6*t**7)) == 0


def image_energy(L):
    return E0 + repulsion_per_adatom(
        lambda R, X, Y: k * q**2 * (1 / R - 1 / np.sqrt(R**2 + 4 * d**2)),
        L, A * isotropic_tail)


def image_error(n1, n2):
    return extrapolate(n1 * a, image_energy(n1 * a), n2 * a, image_energy(n2 * a)) - E0


full_error = image_error(4, 6)
fifth_error = fifth_power_error(c5, L1, L2)
seventh_error = power_error(10 * k * q**2 * d**6 * S7, 7, L1, L2)
assert abs(full_error - fifth_error - seventh_error) < abs(seventh_error) / 5
order = np.log2(image_error(8, 12) / image_error(16, 24))
assert abs(order - 5) < 0.05

# Mutual depolarization: closed form against minimization over the dipole
alpha = alpha_volume / k                               # e^2 nm^2 / eV


def depolarized(L):
    W = 2 * k * S3 / L**3
    return 0.5 * p**2 * W / (1 + alpha * W)


for L in (L1, L2):
    W = 2 * k * S3 / L**3
    best = minimize_scalar(lambda u: (u - p)**2 / (2 * alpha) + 0.5 * W * u**2,
                           bracket=(0.0, p))
    assert abs(best.fun - depolarized(L)) < 1e-10
    assert abs(best.x - p / (1 + alpha * W)) < 1e-6
depol_error = extrapolate(L1, depolarized(L1), L2, depolarized(L2))
c6 = -0.5 * alpha * p**2 * (2 * k * S3)**2
M1, M2 = 16 * a, 24 * a
large_cell_error = extrapolate(M1, depolarized(M1), M2, depolarized(M2))
assert abs(large_cell_error / (-c6 / (M1**3 * M2**3)) - 1) < 0.01
dipole_ratio = 1 / (1 + alpha * 2 * k * S3 / L1**3)

# Missing slab dipole correction: field energy of a charge sheet in the vacuum gap
def slab_artefact(L):
    jump = 4 * np.pi * k * q / L**2
    F1, F2 = np.linalg.solve([[d, w - d], [-1.0, 1.0]], [0.0, jump])
    energy_density = 1 / (8 * np.pi * k)
    periodic = energy_density * L**2 * (F1**2 * d + F2**2 * (w - d))
    isolated = energy_density * L**2 * jump**2 * d
    return periodic - isolated


c2 = -4 * np.pi * k * p**2 / (2 * w)
for L in (L1, L2):
    assert abs(slab_artefact(L) - c2 / L**2) < 1e-10
slab_error = extrapolate(L1, slab_artefact(L1), L2, slab_artefact(L2))
assert abs(slab_error - c2 / (L1**2 + L1 * L2 + L2**2)) < 1e-10

# Three cells eliminate both powers
cells = np.array([4, 5, 6]) * a
design = np.column_stack([np.ones(3), cells**-3.0, cells**-5.0])
weights = np.linalg.inv(design)[0]
three_synthetic = weights @ np.array([synthetic[n] for n in (4, 5, 6)]) - E0
assert abs(three_synthetic) < 1e-8
three_image = weights @ np.array([image_energy(L) for L in cells]) - E0
three_depol = weights @ np.array([depolarized(L) for L in cells])
three_gain = np.linalg.norm(weights)
assert three_gain > rms_gain

# Inverse-cube coefficient recovered from the two energies
def slope(e1, e2):
    return (e1 - e2) / (L1**-3 - L2**-3)


c3_synthetic = slope(synthetic[4], synthetic[6])
c3_depol = slope(depolarized(L1), depolarized(L2))

debye = 1e-21 / const.c
print(f"surface lattice constant a = {a:.3f} nm; E0 = {E0:.3f} eV")
print(f"charge q = {q:.2f} e; height d = {d:.2f} nm")
print(f"dipole p = {p:.4f} e nm = {p * const.e * 1e-9 / debye:.2f} D")
print(f"Coulomb constant k = {k:.6f} eV nm")
print(f"lattice sums S3 = {S3:.6f}, S5 = {S5:.6f}, S7 = {S7:.6f}")
print(f"explicit sums S3 = {S3_sum:.6f}, S5 = {S5_sum:.6f}")
print(f"A = {A:.6f} eV nm^3; B = {B:.7f} eV nm^5")
print(f"c3 = {c3:.6f} eV nm^3; c5 = {c5:.7f} eV nm^5")
for n in (3, 4, 5, 6, 8):
    print(f"n={n}: L = {n*a:.3f} nm, coverage = {1/n**2:.4f}, E = {synthetic[n]:.6f} eV,"
          f" raw error = {1e3*(synthetic[n]-E0):.3f} meV")
for n1, n2 in pairs:
    value = extrapolate(n1 * a, synthetic[n1], n2 * a, synthetic[n2])
    print(f"pair ({n1},{n2}): Eext = {value:.6f} eV, error = {1e3*(value-E0):.4f} meV,"
          f" formula = {1e3*fifth_power_error(c5, n1*a, n2*a):.4f} meV")
print("Below: pair (4,6) unless stated otherwise")
print(f"weights of E1, E2 = {-L1**3/(L2**3-L1**3):.5f}, {L2**3/(L2**3-L1**3):.5f}")
print(f"G = {G:.4f}; example x = {x_example:.2f}")
print(f"extrapolation is worse for x between {-1-G:.4f} and {-1+G:.4f}")
print(f"angle-dependent R^-3 (30% cos 4 theta): raw E2 error = {1e3*aniso2:.3f} meV,"
      f" left = {1e3*abs(aniso_error):.5f} meV")
print(f"noise gain: rms = {rms_gain:.4f}, sampled = {sampled_gain:.4f},"
      f" worst = {worst_gain:.4f}")
print(f"for {1e3*noise:.1f} meV noise per energy: rms error = {1e3*noise*rms_gain:.2f} meV")
print(f"full image-charge model: error = {1e3*full_error:.4f} meV")
print(f"  fifth-power part = {1e3*fifth_error:.4f} meV,"
      f" seventh-power part = {1e3*seventh_error:.4f} meV")
print(f"  observed order, (8,12) to (16,24) = {order:.3f}")
print(f"polarizability volume = {alpha_volume:.3f} nm^3;"
      f" dipole at n=4 is {dipole_ratio:.4f} of p")
print(f"depolarized repulsion: n=4 {1e3*depolarized(L1):.2f} meV,"
      f" n=6 {1e3*depolarized(L2):.2f} meV")
print(f"  error after extrapolation = {1e3*depol_error:.3f} meV,"
      f" leading c6 estimate = {-1e3*c6/(L1**3*L2**3):.3f} meV")
print(f"vacuum width w = {w:.2f} nm; no dipole correction:"
      f" n=4 {1e3*slab_artefact(L1):.2f} meV, n=6 {1e3*slab_artefact(L2):.2f} meV")
print(f"  error after extrapolation = {1e3*slab_error:.3f} meV")
print(f"c3 from two energies: synthetic = {c3_synthetic:.5f},"
      f" depolarized = {c3_depol:.5f} eV nm^3")
print("three cells (4,5,6): weights = " + ", ".join(f"{v:.4f}" for v in weights))
print(f"  rms noise gain = {three_gain:.3f}")
print(f"  error: synthetic below 1e-5 meV is {abs(1e3*three_synthetic) < 1e-5},"
      f" full image = {1e3*three_image:.4f} meV, depolarized = {1e3*three_depol:.3f} meV")
print("ALL CHECKS PASSED")
```

It prints:

```
surface lattice constant a = 0.255 nm; E0 = -2.000 eV
charge q = 0.70 e; height d = 0.15 nm
dipole p = 0.1050 e nm = 5.04 D
Coulomb constant k = 1.439965 eV nm
lattice sums S3 = 9.033622, S5 = 5.090258, S7 = 4.423118
explicit sums S3 = 9.033622, S5 = 5.090258
A = 0.031751 eV nm^3; B = -0.0021432 eV nm^5
c3 = 0.143414 eV nm^3; c5 = -0.0054547 eV nm^5
n=3: L = 0.765 nm, coverage = 0.1111, E = -1.700482 eV, raw error = 299.518 meV
n=4: L = 1.020 nm, coverage = 0.0625, E = -1.869798 eV, raw error = 130.202 meV
n=5: L = 1.275 nm, coverage = 0.0400, E = -1.932426 eV, raw error = 67.574 meV
n=6: L = 1.530 nm, coverage = 0.0278, E = -1.960608 eV, raw error = 39.392 meV
n=8: L = 2.040 nm, coverage = 0.0156, E = -1.983262 eV, raw error = 16.738 meV
pair (3,4): Eext = -1.993353 eV, error = 6.6467 meV, formula = 6.6467 meV
pair (4,5): Eext = -1.998134 eV, error = 1.8661 meV, formula = 1.8661 meV
pair (3,6): Eext = -1.997769 eV, error = 2.2306 meV, formula = 2.2306 meV
pair (4,6): Eext = -1.998844 eV, error = 1.1557 meV, formula = 1.1557 meV
pair (6,8): Eext = -1.999792 eV, error = 0.2077 meV, formula = 0.2077 meV
Below: pair (4,6) unless stated otherwise
weights of E1, E2 = -0.42105, 1.42105
G = 1.7763; example x = -61.55
extrapolation is worse for x between -2.7763 and 0.7763
angle-dependent R^-3 (30% cos 4 theta): raw E2 error = 43.852 meV, left = 0.00000 meV
noise gain: rms = 1.4821, sampled = 1.4789, worst = 1.8421
for 1.0 meV noise per energy: rms error = 1.48 meV
full image-charge model: error = 1.0590 meV
  fifth-power part = 1.1557 meV, seventh-power part = -0.1046 meV
  observed order, (8,12) to (16,24) = 4.976
polarizability volume = 0.010 nm^3; dipole at n=4 is 0.8545 of p
depolarized repulsion: n=4 115.48 meV, n=6 38.12 meV
  error after extrapolation = 5.546 meV, leading c6 estimate = 6.817 meV
vacuum width w = 1.50 nm; no dipole correction: n=4 -63.92 meV, n=6 -28.41 meV
  error after extrapolation = -13.456 meV
c3 from two energies: synthetic = 0.13694, depolarized = 0.11666 eV nm^3
three cells (4,5,6): weights = 0.6008, -3.3337, 3.7329
  rms noise gain = 5.041
  error: synthetic below 1e-5 meV is True, full image = 0.0322 meV, depolarized = -0.496 meV
ALL CHECKS PASSED
```
